# Subband scattering rates in a film with white-noise roughness: a numerical check

```python
"""Surface scattering rate of film subbands for white-noise roughness.

Result under test, to lowest order in the roughness strength W:
    1/tau_n = pi^4 hbar W n^2 / (m d^6) * sum_{l=1..N} l^2
and for many open subbands
    1/tau_n -> pi hbar W kF^3 n^2 / (3 m d^3).
Symbols: d film thickness, m electron mass, kF Fermi wavenumber,
N = floor(kF d/pi) open subbands, n subband index, k_n = n pi/d,
W strength in <h(r)h(r')> = W delta(r-r'), h displacement of one wall.
Gaussian roughness has rms height Delta, correlation length xi and
W = pi Delta^2 xi^2.
"""
import numpy as np
from scipy.constants import hbar, m_e, e
from scipy.integrate import quad
from scipy.linalg import eigh

pi = np.pi


def film_rate(n, k_fermi, d, strength, hbar_over_m):
    """Golden-rule rate with the explicit sum over open subbands."""
    open_bands = np.arange(1, int(k_fermi * d / pi) + 1, dtype=float)
    return (pi**4 * hbar_over_m * strength * n**2 / d**6
            * np.sum(open_bands**2))


def many_band_rate(n, k_fermi, d, strength, hbar_over_m):
    return pi * hbar_over_m * strength * k_fermi**3 * n**2 / (3 * d**3)


# Test A: coupling of two subbands by a corrugated wall.
# Units: d = 1 and hbar^2/(2m) = 1. The wall is at 1 + amp*cos(Qx).
# Two degenerate flat-film states are split by twice their coupling.
def corrugated_splitting(n, l, amp):
    k_l = 0.7
    k_n = np.sqrt(k_l**2 + pi**2 * (l**2 - n**2))
    Q = k_n - k_l
    x = np.arange(24) * 2 * pi / Q / 24
    nodes, weights = np.polynomial.legendre.leggauss(40)
    X, U = np.meshgrid(x, (nodes + 1) / 2, indexing="ij")
    D = 1 + amp * np.cos(Q * X)
    slope = -amp * Q * np.sin(Q * X)
    measure = (D * weights[None, :] / 2 / len(x)).ravel()
    values, grad_x, grad_z = [], [], []
    for g in range(-2, 3):
        k = k_l + g * Q
        wave = np.exp(1j * k * X)
        for j in range(1, 9):
            f = wave * np.sin(j * pi * U)
            f_u = wave * j * pi * np.cos(j * pi * U)
            values.append(f.ravel())
            grad_x.append((1j * k * f - U * slope / D * f_u).ravel())
            grad_z.append((f_u / D).ravel())
    F, GX, GZ = map(np.array, (values, grad_x, grad_z))
    overlap = (F.conj() * measure) @ F.T
    energy = (GX.conj() * measure) @ GX.T + (GZ.conj() * measure) @ GZ.T
    levels = eigh(energy, overlap, eigvals_only=True)
    flat_level = k_l**2 + pi**2 * l**2
    pair = np.sort(levels[np.argsort(abs(levels - flat_level))[:2]])
    return pair[1] - pair[0]


amp = 0.002
splittings = []
for n, l in ((1, 2), (1, 3), (2, 3)):
    found = corrugated_splitting(n, l, amp)
    predicted = 2 * (n * pi) * (l * pi) * amp
    splittings.append((n, l, found, predicted))
    assert abs(found / predicted - 1) < 5e-3


# Test B: decay of plane-wave states in random white-noise roughness.
# Units: d = 1, hbar = 1, m = 1/2. Three subbands are open.
# A finite energy window and finite sampling limit the accuracy.
def decay_rates(strength, rng):
    Lx, Ly, centre, half_width, M = 13.0, 13.6, 118.0, 12.0, 128
    integers = np.arange(-30, 31)
    IX, IY = np.meshgrid(integers, integers, indexing="ij")
    kx = 2 * pi * (IX + 0.173) / Lx
    ky = 2 * pi * (IY + 0.391) / Ly
    band, ix, iy, energy = [], [], [], []
    for n in (1, 2, 3):
        E = kx**2 + ky**2 + (n * pi)**2
        keep = abs(E - centre) < half_width
        band.append(np.full(keep.sum(), n))
        ix.append(IX[keep])
        iy.append(IY[keep])
        energy.append(E[keep])
    band, ix, iy, energy = map(np.concatenate, (band, ix, iy, energy))
    noise = rng.normal(size=(M, M)) * M * np.sqrt(strength / (Lx * Ly))
    h_q = np.fft.fft2(noise) / M**2
    wall_slope = np.sqrt(2) * pi * band * (-1.0)**band
    H = -np.outer(wall_slope, wall_slope) * h_q[
        (ix[:, None] - ix[None, :]) % M, (iy[:, None] - iy[None, :]) % M]
    H[np.diag_indices(len(energy))] += energy
    levels, vectors = np.linalg.eigh(H)
    weight = abs(vectors)**2
    t1, t2 = 0.5, 2.0
    rates = []
    for n in (1, 2, 3):
        start = (band == n) & (abs(energy - centre) < 4)
        size = [abs(np.mean((weight[start] @ np.exp(-1j * levels * t))
                            * np.exp(1j * energy[start] * t)))
                for t in (t1, t2)]
        rates.append(-2 * np.log(size[1] / size[0]) / (t2 - t1))
    return rates


rng = np.random.default_rng(7)
model_strength = 5e-5
simulated = np.mean([decay_rates(model_strength, rng) for _ in range(3)],
                    axis=0)
golden = np.array([film_rate(n, np.sqrt(118.0), 1.0, model_strength, 2.0)
                   for n in (1, 2, 3)])
assert np.all(abs(simulated / golden - 1) < 0.15)

# Worked example: lengths in nm, rates in 1/s.
k_fermi, d, delta, xi = 2.0, 30.0, 0.02, 0.2
W = pi * delta**2 * xi**2
hbar_over_m = hbar / m_e * 1e18
N = int(k_fermi * d / pi)


# Test C: loss at one rough wall times collision frequency.
def wall_loss(n, thickness):
    integral = quad(lambda q: q / (2 * pi) * np.sqrt(k_fermi**2 - q**2),
                    0, k_fermi)[0]
    return 4 * (n * pi / thickness) * W * integral


def collision_frequency(n, thickness):
    return hbar_over_m * (n * pi / thickness) / (2 * thickness)


for factor in (1, 10, 100):
    thick = d * factor
    bands = int(k_fermi * thick / pi)
    for n in (1, bands // 2, bands):
        by_sum = film_rate(n, k_fermi, thick, W, hbar_over_m)
        by_wall = wall_loss(n, thick) * collision_frequency(n, thick)
        by_limit = many_band_rate(n, k_fermi, thick, W, hbar_over_m)
        assert abs(by_wall / by_limit - 1) < 1e-7
        assert abs(by_sum / by_wall - 1) < 2 / bands


# Test D: finite correlation length, averaged directly over angle.
def growth_over_square(length):
    """Rate ratio of subbands N and 1, divided by N^2."""
    l = np.arange(1, N + 1)
    k_out = np.sqrt(k_fermi**2 - (l * pi / d)**2)[:, None]
    angle = 2 * pi * np.arange(128)[None, :] / 128
    total = []
    for n in (1, N):
        k_in = np.sqrt(k_fermi**2 - (n * pi / d)**2)
        q2 = k_in**2 + k_out**2 - 2 * k_in * k_out * np.cos(angle)
        spectrum = np.exp(-q2 * length**2 / 4).mean(axis=1)
        total.append(n**2 * np.sum(l**2 * spectrum))
    return total[1] / total[0] / N**2


long_xi = 1.2
short_growth = growth_over_square(xi)
long_growth = growth_over_square(long_xi)
assert abs(growth_over_square(0.01) - 1) < 1e-3
assert abs(short_growth - 1) < 0.05
assert long_growth > 1.5

rate_top = film_rate(N, k_fermi, d, W, hbar_over_m)
gap_top = (hbar**2 * pi**2 * (2 * N - 1) / (2 * m_e * (d * 1e-9)**2))
broadening = hbar * rate_top / gap_top
assert broadening < 0.1 and wall_loss(N, d) < 0.1

print("Corrugated wall, units d = 1, hbar^2/2m = 1, amplitude", amp)
for n, l, found, predicted in splittings:
    print(f"  splitting {n},{l}: computed {found:.5f}, formula {predicted:.5f}")
print("Random roughness, units d = 1, hbar = 1, m = 1/2")
print(f"  W = {model_strength:.1e}, energy = 118, open subbands = 3")
for n in (1, 2, 3):
    print(f"  decay rate n={n}: simulated {simulated[n-1]:.3f}, "
          f"formula {golden[n-1]:.3f}")
print(f"  simulated ratios to n=1: {simulated[1]/simulated[0]:.2f}, "
      f"{simulated[2]/simulated[0]:.2f}")
print("Worked example, free-electron mass")
print(f"  Fermi wavenumber = {k_fermi:.1f} 1/nm")
print(f"  Fermi energy = {(hbar*k_fermi*1e9)**2/(2*m_e)/e:.4f} eV")
print(f"  thickness = {d:.1f} nm")
print(f"  rms height = {delta:.2f} nm, correlation length = {xi:.2f} nm")
print(f"  rms slope = {2*delta/xi:.2f}")
print(f"  roughness strength W = {W:.4e} nm^4")
print(f"  kF d/pi = {k_fermi*d/pi:.4f}, open subbands N = {N}")
print(f"  sum of l^2 = {sum(l*l for l in range(1, N+1))}")
print(f"  many-subband value of sum = {(k_fermi*d/pi)**3/3:.1f}")
print(f"  hbar/m = {hbar_over_m:.5e} nm^2/s")
for n in (1, 2, 5, 10, N):
    print(f"  n={n}: rate {film_rate(n, k_fermi, d, W, hbar_over_m):.4e} 1/s, "
          f"many-subband {many_band_rate(n, k_fermi, d, W, hbar_over_m):.4e} 1/s")
for n in (1, N):
    print(f"  n={n}: collisions {collision_frequency(n, d):.4e} 1/s, "
          f"loss per collision {wall_loss(n, d):.4e}")
print(f"  lifetime n=1: {1e9/film_rate(1, k_fermi, d, W, hbar_over_m):.2f} ns")
print(f"  lifetime n={N}: {1e9/rate_top:.3f} ns")
print(f"  hbar*rate / gap to next lower subband, n={N}: {broadening:.3e}")
print("Growth rate_N/(N^2 rate_1), equal to 1 for white noise")
print(f"  kF xi = {k_fermi*xi:.2f}: {short_growth:.4f}")
print(f"  xi = {long_xi:.1f} nm, kF xi = {k_fermi*long_xi:.2f}: {long_growth:.4f}")
print("all assertions hold")
```

It prints:

```
Corrugated wall, units d = 1, hbar^2/2m = 1, amplitude 0.002
  splitting 1,2: computed 0.07896, formula 0.07896
  splitting 1,3: computed 0.11842, formula 0.11844
  splitting 2,3: computed 0.23686, formula 0.23687
Random roughness, units d = 1, hbar = 1, m = 1/2
  W = 5.0e-05, energy = 118, open subbands = 3
  decay rate n=1: simulated 0.131, formula 0.136
  decay rate n=2: simulated 0.530, formula 0.545
  decay rate n=3: simulated 1.176, formula 1.227
  simulated ratios to n=1: 4.04, 8.96
Worked example, free-electron mass
  Fermi wavenumber = 2.0 1/nm
  Fermi energy = 0.1524 eV
  thickness = 30.0 nm
  rms height = 0.02 nm, correlation length = 0.20 nm
  rms slope = 0.20
  roughness strength W = 5.0265e-05 nm^4
  kF d/pi = 19.0986, open subbands N = 19
  sum of l^2 = 2470
  many-subband value of sum = 2322.1
  hbar/m = 1.15768e+14 nm^2/s
  n=1: rate 1.9206e+06 1/s, many-subband 1.8056e+06 1/s
  n=2: rate 7.6822e+06 1/s, many-subband 7.2222e+06 1/s
  n=5: rate 4.8014e+07 1/s, many-subband 4.5139e+07 1/s
  n=10: rate 1.9206e+08 1/s, many-subband 1.8056e+08 1/s
  n=19: rate 6.9332e+08 1/s, many-subband 6.5181e+08 1/s
  n=1: collisions 2.0205e+11 1/s, loss per collision 8.9361e-06
  n=19: collisions 3.8390e+12 1/s, loss per collision 1.6979e-04
  lifetime n=1: 520.68 ns
  lifetime n=19: 1.442 ns
  hbar*rate / gap to next lower subband, n=19: 2.952e-05
Growth rate_N/(N^2 rate_1), equal to 1 for white noise
  kF xi = 0.40: 1.0397
  xi = 1.2 nm, kF xi = 2.40: 2.3879
all assertions hold
```
